# The classical crossing barrier between two equal harmonic wells: a program that tests the result

```python
# Result under test: two harmonic wells of equal curvature,
#   V_i(q) = k q^2/2,   V_f(q) = k (q-d)^2/2 + D,
# cross at the height B = (L+D)^2/(4L) above the initial minimum.
# k: curvature, d: distance between minima, L = k d^2/2: reorganisation energy,
# D: final minimum minus initial minimum, s = q_cross/d: reduced crossing point.
# Energies in eV, lengths in angstrom, temperature in kelvin.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

k = 5.0
d = 0.8
D0 = 0.4
mass_u = 30.0
T = 300.0
kT = const.k * T / const.e


def v_initial(q):
    return 0.5 * k * q**2


def v_final(q, D, k_final=k):
    return 0.5 * k_final * (q - d)**2 + D


def gap(q, D):
    return v_final(q, D) - v_initial(q)


def crossing(D):
    """Crossing point found from the surfaces by root search."""
    q = brentq(gap, -5.0, 5.0, args=(D,), xtol=1e-14)
    return q, v_initial(q)


def barrier_formula(L, D):
    return (L + D)**2 / (4 * L)


# Reorganisation energy from its definition: relaxation on the final surface
L = v_final(0.0, D0) - v_final(d, D0)
q_c, B = crossing(D0)
s = q_c / d
B_rev = v_final(q_c, D0) - v_final(d, D0)
assert abs(B - barrier_formula(L, D0)) < 1e-10
assert abs(s - (L + D0) / (2 * L)) < 1e-10
assert abs(B_rev - (L - D0)**2 / (4 * L)) < 1e-10
print(f"curvature k = {k:.1f} eV/A^2")
print(f"distance between minima d = {d:.1f} A")
print(f"energy difference D = {D0:.1f} eV")
print(f"reorganisation energy L = {L:.4f} eV")
print(f"vertical gap at initial minimum = {gap(0.0, D0):.4f} eV")
print(f"vertical gap at final minimum = {gap(d, D0):.4f} eV")
print(f"crossing point q_c = {q_c:.4f} A")
print(f"reduced crossing point s = {s:.4f}")
print(f"forward barrier B = {B:.4f} eV")
print(f"forward barrier B = {B * const.e * const.N_A / 1000:.2f} kJ/mol")
print(f"reverse barrier = {B_rev:.4f} eV")

# All regimes of D, including crossings outside the two minima
for D in (-2.0, -1.6, -0.8, 0.0, 0.4, 1.6, 2.0):
    q_D, B_D = crossing(D)
    assert abs(B_D - barrier_formula(L, D)) < 1e-10
    print(f"D = {D:5.1f} eV: s = {q_D / d + 0.0:7.4f}, "
          f"barrier = {B_D:.4f} eV")

# Response of the barrier to a shift of D
h = 1e-4
slope = (crossing(D0 + h)[1] - crossing(D0 - h)[1]) / (2 * h)
assert abs(slope - s) < 1e-7
shift = -0.1
B_shifted = crossing(D0 + shift)[1]
assert abs(B_shifted - B - (s * shift + shift**2 / (4 * L))) < 1e-10
print(f"slope dB/dD = {slope:.4f}")
print(f"shift of D = {shift:.1f} eV")
print(f"barrier after shift = {B_shifted:.4f} eV")
print(f"change of barrier = {B_shifted - B:.4f} eV")
print(f"linear part of change = {s * shift:.4f} eV")

# Three coupled modes: lowest point of the crossing seam by minimisation
K3 = np.array([[5.0, 1.0, 0.5], [1.0, 3.0, -0.4], [0.5, -0.4, 4.0]])
d3 = np.array([0.5, -0.4, 0.6])
assert np.all(np.linalg.eigvalsh(K3) > 0)


def v3_initial(x):
    return 0.5 * x @ K3 @ x


def v3_final(x):
    return 0.5 * (x - d3) @ K3 @ (x - d3) + D0


L3 = v3_initial(d3)
seam = {"type": "eq", "fun": lambda x: v3_final(x) - v3_initial(x)}
best = minimize(v3_initial, np.array([0.3, 0.2, 0.1]), method="SLSQP",
                constraints=[seam], options={"ftol": 1e-12, "maxiter": 500})
assert abs(v3_final(best.x) - v3_initial(best.x)) < 1e-7
assert abs(best.fun - barrier_formula(L3, D0)) < 1e-6
assert np.allclose(best.x, d3 * (L3 + D0) / (2 * L3), atol=1e-4)
print(f"three modes: L = {L3:.4f} eV")
print(f"three modes: lowest seam energy = {best.fun:.4f} eV")

# Boltzmann density of zero gap, from quadrature over a narrow gap window
half_window = 1e-4
q_lo = brentq(lambda q: gap(q, D0) - half_window, -5, 5, xtol=1e-14)
q_hi = brentq(lambda q: gap(q, D0) + half_window, -5, 5, xtol=1e-14)


def zero_gap_density(beta):
    def weight(q):
        return np.exp(-beta * v_initial(q))
    reach = 12 / np.sqrt(beta * k)
    inside = quad(weight, q_lo, q_hi, epsabs=0, epsrel=1e-11)[0]
    total = quad(weight, -reach, reach, epsabs=0, epsrel=1e-11)[0]
    return inside / total / (2 * half_window)


beta = 1 / kT
density = zero_gap_density(beta)
density_formula = np.exp(-B / kT) / np.sqrt(4 * np.pi * L * kT)
# The finite window changes the density by about one part in a million
assert abs(density / density_formula - 1) < 1e-5
step = 0.1
E_app = -(np.log(zero_gap_density(beta + step))
          - np.log(zero_gap_density(beta - step))) / (2 * step)
assert abs(E_app - (B - kT / 2)) < 1e-5
print(f"temperature = {T:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"B/kT = {B / kT:.3f}")
print(f"Boltzmann factor exp(-B/kT) = {np.exp(-B / kT):.3e}")
print(f"standard deviation of gap = {np.sqrt(2 * L * kT):.4f} eV")
print(f"density of zero gap = {density:.3e} 1/eV")
print(f"Arrhenius energy of this density = {E_app:.4f} eV")

# Unequal curvatures: the equal-well formula must fail
k_soft = 0.8 * k
q_soft = brentq(lambda q: v_final(q, D0, k_soft) - v_initial(q), 0, d)
B_soft = v_initial(q_soft)
L_soft = v_final(0.0, D0, k_soft) - v_final(d, D0, k_soft)
B_wrong = barrier_formula(L_soft, D0)
assert abs(B_soft - B) > 0.02 and abs(B_soft - B_wrong) > 0.02
print(f"softer final well: curvature = {k_soft:.1f} eV/A^2")
print(f"softer final well: its relaxation energy = {L_soft:.4f} eV")
print(f"softer final well: true barrier = {B_soft:.4f} eV")
print(f"softer final well: formula with its L = {B_wrong:.4f} eV")

# Electronic coupling: barrier on the lower adiabatic surface
V = 0.01


def lower(q):
    return np.linalg.eigvalsh([[v_initial(q), V], [V, v_final(q, D0)]])[0]


bottom = minimize_scalar(lower, bounds=(-0.2, 0.2), method="bounded",
                         options={"xatol": 1e-9}).fun
top = -minimize_scalar(lambda q: -lower(q), bounds=(0.4, 0.6),
                       method="bounded", options={"xatol": 1e-9}).fun
B_adiabatic = top - bottom
B_expanded = B - V * np.sqrt(1 - (D0 / L)**2) + V**2 / (L + D0)
# Neglected terms are of order 1e-5 eV for this coupling
assert abs(B_adiabatic - B_expanded) < 2e-5
print(f"electronic coupling V = {V:.2f} eV")
print(f"adiabatic barrier = {B_adiabatic:.4f} eV")

# Quantum thermal position density at the crossing: sum over eigenstates
omega = np.sqrt(k * const.e / const.angstrom**2
                / (mass_u * const.atomic_mass))
hw = const.hbar * omega / const.e
xi = q_c * np.sqrt(k / hw)      # position in oscillator units
previous, current = 0.0, np.pi**-0.25 * np.exp(-xi**2 / 2)
quantum = 0.0
for n in range(400):
    quantum += (1 - np.exp(-hw / kT)) * np.exp(-n * hw / kT) * current**2
    previous, current = current, (np.sqrt(2 / (n + 1)) * xi * current
                                  - np.sqrt(n / (n + 1)) * previous)
classical = np.exp(-B / kT) / np.sqrt(2 * np.pi * kT / hw)
ratio = quantum / classical
x = hw / (2 * kT)
c = x / np.tanh(x)
assert abs(ratio / (np.exp(B / kT * (1 - 1 / c)) / np.sqrt(c)) - 1) < 1e-8
print(f"effective mass = {mass_u:.0f} u")
print(f"vibrational quantum = {hw:.5f} eV")
print(f"quantum/classical position variance c = {c:.4f}")
print(f"quantum/classical density at crossing = {ratio:.3f}")

print("all good")
```

Output:

```
curvature k = 5.0 eV/A^2
distance between minima d = 0.8 A
energy difference D = 0.4 eV
reorganisation energy L = 1.6000 eV
vertical gap at initial minimum = 2.0000 eV
vertical gap at final minimum = -1.2000 eV
crossing point q_c = 0.5000 A
reduced crossing point s = 0.6250
forward barrier B = 0.6250 eV
forward barrier B = 60.30 kJ/mol
reverse barrier = 0.2250 eV
D =  -2.0 eV: s = -0.1250, barrier = 0.0250 eV
D =  -1.6 eV: s =  0.0000, barrier = 0.0000 eV
D =  -0.8 eV: s =  0.2500, barrier = 0.1000 eV
D =   0.0 eV: s =  0.5000, barrier = 0.4000 eV
D =   0.4 eV: s =  0.6250, barrier = 0.6250 eV
D =   1.6 eV: s =  1.0000, barrier = 1.6000 eV
D =   2.0 eV: s =  1.1250, barrier = 2.0250 eV
slope dB/dD = 0.6250
shift of D = -0.1 eV
barrier after shift = 0.5641 eV
change of barrier = -0.0609 eV
linear part of change = -0.0625 eV
three modes: L = 1.6310 eV
three modes: lowest seam energy = 0.6323 eV
temperature = 300 K
thermal energy kT = 0.02585 eV
B/kT = 24.176
Boltzmann factor exp(-B/kT) = 3.166e-11
standard deviation of gap = 0.2876 eV
density of zero gap = 4.391e-11 1/eV
Arrhenius energy of this density = 0.6121 eV
softer final well: curvature = 4.0 eV/A^2
softer final well: its relaxation energy = 1.2800 eV
softer final well: true barrier = 0.5949 eV
softer final well: formula with its L = 0.5513 eV
electronic coupling V = 0.01 eV
adiabatic barrier = 0.6154 eV
effective mass = 30 u
vibrational quantum = 0.02639 eV
quantum/classical position variance c = 1.0854
quantum/classical density at crossing = 6.431
all good
```
